When a Hartree-Fock density improves a semilocal energy, and why

**Question.** A semilocal density functional is usually evaluated on its own self-consistent density. If it is evaluated on the Hartree-Fock density instead, some energies hardly move, while others, such as those of certain stretched heteronuclear bonds, change greatly and may improve. Why does the exchange of densities matter so unequally, and is a small gap enough to predict where it helps?

**Answer.**

**Two errors, one of them reachable**

Let E[n] be the true energy functional for a fixed external potential and a fixed electron number. Its minimum lies at the true density n. Let Ẽ be the approximate functional, with its minimum at ñ. Adding and subtracting Ẽ[n] splits the error of the self-consistent calculation:

Ẽ[ñ] − E[n] = F + D
F = Ẽ[n] − E[n]
D = Ẽ[ñ] − Ẽ[n] ≤ 0

F is the functional error, made even on the true density. D is the density-driven error. It cannot be positive, because ñ minimizes Ẽ.

A better density can act on D but not on F. If the Hartree-Fock density equals n, the new error is F. If F is negative, removing a nonzero D reduces the error. If F is positive, a nonzero D has the opposite sign, and removing it helps only when |D| > 2F: D then more than cancels F and leaves a negative error larger in magnitude than F. A large D therefore means that the energy is sensitive to the density; whether the change is an improvement also depends on F and on the quality of the new density.

**Why the density-driven error is second order**

Write a dot for an integral over space, or a sum over sites in a lattice model. Let w be the error of the potential at the true density,

w = δ(Ẽ − E)/δn, taken at n.

Since E is stationary at n, its derivative there is a constant, which does no work on a density change that conserves the electron number. For such a change u,

Ẽ[n+u] ≈ Ẽ[n] + w·u + ½ u·K̃·u,

where K̃ is the second derivative of Ẽ, assumed positive for these changes. Minimization gives K̃u = −w, apart from a constant. With χ̃ = −K̃⁻¹ on the space of number-conserving changes, u = χ̃w. Then u·K̃·u = −u·w, and

D ≈ w·u − ½ w·u = ½ w·χ̃·w.

If the functional's defect is multiplied by a small number λ, F grows as λ and w also grows as λ, so D grows as λ². The density error u is first order in λ, but its cost in energy is second order. For a given potential error w, a stiff response (large K̃, small χ̃) keeps both u and D small.

For small w, the matrix χ̃ is the static density response of the approximate system, including the electrons' reaction to one another. To see where the gap enters, separate Ẽ into the noninteracting kinetic energy, the external energy and the Hartree-exchange-correlation energy. The second derivative of the first is −χₛ⁻¹, where χₛ is the Kohn-Sham response; that of the last is the kernel f. Hence

K̃ = −χₛ⁻¹ + f
χ̃ = (1 − χₛf)⁻¹χₛ.

For closed shells and real orbitals, first-order perturbation theory gives

½ w·χₛ·w = 2 Σ |⟨i|w|a⟩|²/(εᵢ − εₐ),

with i occupied and a empty. Each term needs two things to be large: a small orbital gap and a potential error that couples the two orbitals. The kernel f then modifies the result. Where it is positive, as in the models below, it screens the response; a negative kernel would enhance it.

**What another density leaves behind**

Let m be a trial density, and let m and n both lie so close to ñ that the curvature hardly changes between them. Expanding about ñ, where the first derivative does no work, and taking K̃ there gives

Ẽ[m] − Ẽ[n] ≈ ½(m−ñ)·K̃·(m−ñ) − ½(n−ñ)·K̃·(n−ñ).

This remainder replaces D when Ẽ is evaluated on m. It vanishes for m = n, but it can also vanish for a wrong m that lies as far from ñ as n does, measured with K̃. A good energy is thus no proof of a good density.

In practice the kinetic energy is computed from the Hartree-Fock orbitals. For several orbitals it may exceed the smallest kinetic energy compatible with their density. The formula above leaves out this extra term. It is absent in the two models below, where a single spatial orbital is fixed by the density.

**A one-electron heteronuclear dimer**

Take sites A and B with energies −Δ/2 and +Δ/2, joined by a hopping t > 0. One electron occupies the orbital (√n_A, √n_B). Define x = n_A − n_B, so that n_A = (1+x)/2 and n_B = (1−x)/2. The hopping energy is −2t√(n_A n_B), and therefore

E(x) = −t√(1−x²) − Δx/2.

Setting the derivative to zero gives tx/√(1−x²) = Δ/2. The solution is

x₀ = Δ/G, G = √(Δ²+4t²), √(1−x₀²) = 2t/G.

The two levels are ±G/2, so G is the true gap of the model.

For one electron, Hartree-Fock gives the true density. With repulsions Wᵢⱼ between sites, the Hartree term acting on the occupied orbital φ is Σⱼ Wᵢⱼφⱼ²φᵢ. The exchange term subtracts Σⱼ Wᵢⱼφᵢφⱼφⱼ, which is the same quantity. The Hartree-Fock energy is then the one-electron energy, with the same minimum.

For the approximate functional, add a purely local energy

S = (U/2)Σ(nᵢ² − nᵢ), U > 0.

It is zero for site occupations 0 and 1 and negative between them. It thus imitates a functional that wrongly favours a fractionally shared electron. Since n_A² + n_B² = (1+x²)/2,

S(x) = −(U/4)(1−x²)
F = S(x₀) = −Ut²/G².

The added potential on site i is U(nᵢ − ½). It raises site A relative to B by Ux, so the self-consistent Kohn-Sham problem has the site difference Δ − Ux̃ in place of Δ:

x̃ = (Δ − Ux̃)/G̃
G̃ = √((Δ − Ux̃)² + 4t²).

Charge collecting on A weakens the difference that attracted it there. The approximate gap G̃ can therefore become much smaller than the true gap G.

The curvature of Ẽ along x is

K(x) = t/(1−x²)^(3/2) + U/2.

At the approximate solution √(1−x̃²) = 2t/G̃, which turns this into

K̃ = G̃³/(8t²) + U/2.

The first term is the inverse Kohn-Sham response; the second is the screening. At x₀ the potential error conjugate to x is dS/dx = Ux₀/2, so the response formula becomes

D ≈ −U²x₀²/(8K₀), K₀ = G³/(8t²) + U/2.

**How the gap enters, and why D stays finite**

To isolate the gap, hold the true polarity x₀ fixed and scale Δ and t together. Because 4t²/G² = 1−x₀², the kinetic curvature is G/[2(1−x₀²)]. When G is much larger than U, this curvature dominates U/2 and hardly changes between x₀ and x̃, so that

D ≈ −U²x₀²(1−x₀²)/(4G)
F = −U(1−x₀²)/4
D/F ≈ Ux₀²/G.

A system is normal, in the sense that F dominates, when Ux₀² is much smaller than G. As G decreases, D first grows as 1/G. It does not diverge: for G → 0 only S remains, its minimum is at x = 0, and

D → S(0) − S(x₀) = −Ux₀²/4.

For U = 8 eV and x₀ = 0.6, numerical self-consistent solutions give D = −0.055 eV at G = 64 eV, −0.19 eV at 16 eV, −0.45 eV at 4 eV and −0.70 eV at 0.25 eV. The limit is −0.72 eV. Over the whole scan F stays at −1.28 eV, so F remains the larger error at every gap: D/F only approaches x₀²/(1−x₀²) = 0.56. The condition Ux₀² ≪ G is thus sufficient for normal behaviour but not necessary. A small gap has made the density-driven error important, but has not made the functional error disappear.

**Stretching the bond**

Stretching is represented by reducing t at fixed Δ and U. This keeps the loss of overlap and leaves out the distance dependence of the other parameters. For 0 < Δ < U and t → 0, the approximate energy becomes

Ẽ(x) → −Δx/2 − (U/4)(1−x²).

Its minimum is x̃ = Δ/U, although the true electron sits on A with x₀ → 1. Consequently F → 0, while

D → −Δ²/(4U) − U/4 + Δ/2 = −(U−Δ)²/(4U).

At the same time G̃ = 2t/√(1−x̃²) → 0, while G → Δ. The warning sign is the gap of the approximate calculation; the true gap stays open.

Take Δ = 3 eV and U = 8 eV. The self-consistency equation was solved numerically for each t. All columns except x₀ and x̃ are in eV.

t | x₀ | x̃ | G̃ | F | D
---|---|---|---|---|---
4 | 0.351 | 0.186 | 8.14 | −1.753 | −0.115
2 | 0.600 | 0.247 | 4.13 | −1.280 | −0.407
1 | 0.832 | 0.297 | 2.09 | −0.615 | −0.806
0.5 | 0.949 | 0.331 | 1.06 | −0.200 | −0.968
0.1 | 0.998 | 0.365 | 0.215 | −0.009 | −0.862
0.02 | 1.000 | 0.373 | 0.043 | −0.0004 | −0.799

For the bonded case t = 4 eV, the true gap is √(9+64) = 8.54 eV. The functional error is

F = −8 × 16/73 = −1.75 eV.

The potential error is 8 × 0.351/2 = 1.404 eV, and the curvature is

K₀ = 8.54³/(8 × 16) + 4 = 8.87 eV.

The response estimate is D ≈ −1.404²/(2 × 8.87) = −0.111 eV, close to the full −0.115 eV. The approximate polarity is only about half the true one, yet repairing it removes just 6% of the energy error. The rest belongs to F. The size of F follows from the chosen U; a real semilocal functional on a one-electron bond near equilibrium errs by roughly a tenth of this, so only the balance between F and D carries over.

At t = 0.02 eV the balance is reversed. The approximate calculation leaves a substantial part of the electron on B: n_B = (1−0.373)/2 = 0.31. The Hartree-Fock density restores the electron to A and removes more than 99.9% of the error. Expanding about ñ gives

K̃ = 0.0431³/(8 × 0.02²) + 4 = 4.03 eV
D ≈ −½ × 4.03 × (0.9999 − 0.3730)² = −0.79 eV.

Without the screening term the curvature would be only 0.025 eV. The Kohn-Sham response is thus very soft, and the curvature U/2 sets the size of the charge error: for t → 0 the limiting energy has slope (U−Δ)/2 at x = 1, and dividing by U/2 gives 1 − x̃ = (U−Δ)/U.

The magnitude of D is not monotonic in t. At small t, the approximate state gains hopping energy −t√(1−x̃²) to first order, while Ẽ on the true density changes only at order t². Hence

D ≈ −(U−Δ)²/(4U) − t√(1−Δ²/U²).

A small hopping makes D more negative than its limit of −0.78 eV. At large t, x₀ ≈ Δ/(2t) becomes small and the stiffness grows, so D tends to zero. The largest magnitude must lie between these regimes; among the tabulated values it is at t = 0.5 eV. This maximum belongs to the model with fixed Δ and U; in a real bond the Coulomb terms change with distance, and |D| can keep growing on stretching.

**Why response about the true density fails here**

At t = 0.02 eV, putting the true gap into the response formula gives D ≈ −0.00095 eV, smaller than the actual magnitude by a factor of more than 800. The true electron is so well localized that its hopping matrix element gives it almost no linear response.

The error is not a small displacement, however. Since Ẽ has zero slope at x̃, Taylor's theorem with its integral remainder gives

−D = ∫ from x̃ to x₀ of (x₀−x)K(x) dx.

Near x₀ the curvature is about 8400 eV. But the kinetic part t/(1−x²)^(3/2) exceeds U/2 = 4 eV only for x above about 0.985. Over most of the path the curvature is close to U/2. The response formula takes the stiffness of the endpoint for that of the whole path. Second order in the density displacement about ñ remains a useful description here; second order in w with the curvature K₀ taken at the true density does not.

**Small gaps and stretched bonds that do not qualify**

For a symmetric dimer, Δ = 0, both densities have x = 0. The potential error cannot move charge between equivalent sites, so D = 0. At t = 0.02 eV the Kohn-Sham gap is only 0.04 eV, but F = −U/4 = −2 eV remains untouched. A small gap without coupling gives the Hartree-Fock density nothing to repair.

A stretched heteronuclear bond can also have the right density already. If Δ > U, the limiting energy still falls as x approaches 1, so both calculations place the electron on A. The approximate gap tends to Δ − U rather than to zero. To find the small remaining errors, set y = 1−x. Near y = 0,

Ẽ ≈ −Δ/2 − t√(2y) + (Δ−U)y/2.

The minimum is at √y = √2 t/(Δ−U), with energy −Δ/2 − t²/(Δ−U). At the true value y₀ = 2t²/Δ² the same expression gives −Δ/2 − t²/Δ − Ut²/Δ². Subtracting,

D ≈ −U²t²/[Δ²(Δ−U)], F ≈ −Ut²/Δ².

For Δ = 12 eV, U = 8 eV and t = 0.02 eV, these are −0.000044 and −0.000022 eV. D is twice F, but both are negligible on the scale of the earlier errors. The ratio D/F alone does not identify a case worth correcting.

**When Hartree-Fock supplies the wrong density**

With two electrons in a singlet, Hartree-Fock is no longer exact. Let n_A = 1+y and n_B = 1−y, where y now denotes half the occupation difference. With both electrons in one orbital, the hopping and site energies are −2t√(1−y²) − Δy. The same local functional adds

(U/2)Σ(nᵢ² − nᵢ) = Uy².

Let the true on-site repulsion also be U. Restricted Hartree-Fock gives each site the energy Unᵢ²/4, since each spin has occupation nᵢ/2. The sum is (U/2)(1+y²). For t → 0 and 0 < Δ < U, the minima are

local functional: y = Δ/(2U)
restricted Hartree-Fock: y = Δ/U.

The true state has one electron on each site, y = 0, because moving the second electron to A costs U − Δ > 0. Restricted Hartree-Fock therefore doubles the density error of the local functional. The fault lies in the restriction to one orbital: unrestricted Hartree-Fock, which allows the two spins different orbitals, puts one electron on each site in this limit.

With Δ = 3 eV, U = 8 eV and t = 0.02 eV, numerical minimization gives y = 0.187 for the local functional and 0.373 for restricted Hartree-Fock. Diagonalization in the three two-electron singlet states gives a true y of 0.00003. The density-driven error of the local functional is −0.280 eV. On the restricted Hartree-Fock density only −0.003 eV of it is left.

The remainder formula explains this apparent success. The curvature is 2U in the stretched limit, and the local minimum lies midway between the other two densities:

½(2U)[(Δ/U − Δ/(2U))² − (0 − Δ/(2U))²] = 0.

Together with F = −0.040 eV, the total error falls from −0.320 to −0.043 eV while the density becomes worse. The energy has improved by cancellation. The small F is a feature of the model, whose local term vanishes for one electron per site. A real spin-restricted semilocal functional has a positive F of the order of eV for a stretched electron pair (static correlation); removing a smaller D then increases the error. The midpoint, and with it the doubling of the density error, results from setting the true repulsion equal to U. For a true repulsion U′ > Δ, restricted Hartree-Fock gives y = Δ/U′ in the stretched limit, and the remainder becomes U[(Δ/U′ − Δ/(2U))² − (Δ/(2U))²] = Δ²(U−U′)/U′², which vanishes only for U′ = U.

The Hartree-Fock density is thus a sound remedy under joint conditions: the approximate density must be wrong along a direction to which w couples, the resulting D must matter beside F (and exceed 2F in magnitude if F is positive), and Hartree-Fock must be accurate along that direction. A soft Kohn-Sham response favours a large D but is not required: for Δ = 10 eV, U = 8 eV and t = 1 eV the approximate gap is 3.8 eV, yet D = −0.156 eV against F = −0.077 eV, so the true density removes two thirds of the error. The one-electron dimer with 0 < Δ < U meets all three conditions once t is small enough at fixed Δ. The bonded dimer fails the second, the symmetric dimer the first, and the stretched two-electron dimer, treated with restricted Hartree-Fock, the last.
